Spreading resistance of a square contact on a conducting half-space

**Problem**

A uniform, isotropic conductor of resistivity ρ fills the half-space z > 0. Its surface is insulated except for a square of side L, which is held at one potential V. The potential vanishes far away, and a total current I enters through the square. The spreading resistance is R = V/I.

(a) Derive an integral equation for the current density j on the contact, and show that R = cρ/L with a pure number c.

(b) Find R for an equipotential disc of the same area. Bound c from above and below by elementary means.

(c) Compute c numerically to three significant digits or better, confirm it by a method that does not use the integral equation, and compare it with the disc.

(d) Apply the result to a square nickel-silicide contact of side 20 µm, under a thick metal cap, on a heavily arsenic-doped silicon wafer. Take ρ = 3 mΩ cm, wafer thickness t = 500 µm and I = 10 mA. Estimate the largest effects that the ideal model omits, among them an interface resistivity ρ_c = 10⁻⁷ Ω cm².

**Solution**

**(a) Integral equation and scaling**

A current I injected at one point of an insulated surface spreads evenly over hemispheres of area 2πr². The field is E = ρI/(2πr²), and integrating it inward from infinity gives φ = ρI/(2πr). This is twice the value for a source deep inside the conductor. It satisfies the insulation condition, because its field is radial and so runs along the surface. Superposing the elements j dA′ of the contact gives, at every contact point r,

V = (ρ/2π) ∫ j(r′)/|r − r′| dA′,  I = ∫ j dA.  (1)

Now set r = L s and j = (I/L²) g(s), so that g integrates to 1 over the unit square. The area element contributes L², the density 1/L² and the inverse distance 1/L:

V = (ρI/2πL) ∫ g(s′)/|s − s′| d²s′.

The integral is a constant over the square and contains no parameter. Hence R = cρ/L.

**(b) The disc, and bounds**

For a disc of radius a, try

j(r) = I/[2πa √(a² − r²)].

Its total is (I/a) ∫₀ᵃ r dr/√(a² − r²) = I, as required. To find the potential at a point P of the disc, use polar coordinates (s, α) centred on P. The area element s ds dα cancels the factor 1/s in (1), leaving line integrals of j along the chords through P. On a chord of half-length h, with u measured from its midpoint, a² − r² = h² − u². Each chord therefore gives

∫ du/√(h² − u²) = π  (from −h to h),

whatever the position of P. The chord directions cover an angle π, so

V = (ρ/2π) · I/(2πa) · π · π = ρI/(4a).

The potential is constant, so this is the solution, and R = ρ/(4a). For equal area, a = L/√π and

R_disc = (√π/4) ρ/L = 0.4431 ρ/L.

The bounds come from a minimum principle. Define

D[j] = (ρ/2π) ∬ j(r) j(r′)/|r − r′| dA dA′.

The two-dimensional Fourier transform of 1/r is 2π/k, which is positive, so D[δ] ≥ 0 for any δ of finite D. Let j₀ solve (1), and let j = j₀ + δ carry the same current, so that ∫ δ dA = 0. The cross term is 2∫ δ V dA = 0, because V is constant on the contact. Since D[j₀] = ∫ j₀V dA = IV = I²R,

D[j] = I²R + D[δ] ≥ I²R.  (2)

Every trial density thus gives an upper bound on R. The density of the inscribed disc, a = L/2, is a valid trial on the square, so c ≤ 0.5000. The density of the square is in turn a valid trial on the circumscribed disc, a = L/√2, so c ≥ 0.3536. A uniform density gives a better upper bound, 0.4732, evaluated below.

**(c) Numerical solution**

Take L = ρ = 1. Divide the square into rectangles and let j be constant on each. Minimizing D at fixed current within this family gives one equation per rectangle, stating that the average potential over it equals V:

(1/2π) Σ_b K_ab j_b = V A_a,  K_ab = ∫_a dA ∫_b dA′ 1/|r − r′|.  (3)

Here A_a is the area of rectangle a. Under the two mirror symmetries only one quadrant is unknown. In (3), b then runs over that quadrant, K_ab includes the three mirror images of b, and I = 4 Σ A_a j_a.

*The matrix elements.* With r = √(x² + y²), let

F = (x²y/2) asinh(y/|x|) + (xy²/2) asinh(x/|y|) − r³/6.

The needed derivatives are ∂_y asinh(y/|x|) = 1/r and ∂_y asinh(x/|y|) = −x/(yr), and the same with x and y exchanged. Then

∂_y F = (x²/2) asinh(y/|x|) + x²y/(2r) + xy asinh(x/|y|) − x²y/(2r) − yr/2.

The second and fourth terms cancel. Differentiating the rest by x,

∂_x∂_y F = x asinh(y/|x|) − xy/(2r) + y asinh(x/|y|) + xy/r − xy/(2r)
 = x asinh(y/|x|) + y asinh(x/|y|).

Applying ∂_y again gives x/r + asinh(x/|y|) − x/r = asinh(x/|y|), and ∂_x of this is 1/r. Hence ∂_x²∂_y²F = 1/r. The singularities met on the axes are logarithmic and integrable, so they add nothing.

For a function of x − x′, the operator ∂_x∂_x′ equals −∂_x². The pair y, y′ supplies a second minus sign, and the two cancel. K_ab is therefore the difference of F(x − x′, y − y′) between the ends of the intervals of x, x′, y and y′, taken in all four variables.

As an example, take the whole square as one panel. For an even function f, the double difference over 0 ≤ x, x′ ≤ 1 is 2[f(0) − f(1)]. Since F is even in both arguments,

K = 4[F(0,0) − 2F(1,0) + F(1,1)] = 4[1/3 + asinh 1 − √2/3],

using F(1,0) = F(0,1) = −1/6 and F(1,1) = asinh 1 − √2/3. Then K/(2π) = 0.4732 is the bound for uniform j.

*The mesh.* Near a straight edge, let s be the distance from the edge and θ the angle from the insulated surface, with the contact at θ = π. The leading form V − φ ∝ √s cos(θ/2) is harmonic. It vanishes on the contact and has no normal derivative at θ = 0. The current density on the contact is proportional to (1/s) ∂φ/∂θ, hence to s^(−1/2). The panels must therefore narrow towards the edges. With n intervals per half-side, place the mesh lines at distances

d_m = m²/(2n²),  m = 0, 1, …, n

from the edge. The strip at d_m has width h ≈ m/n². Within it j varies by about h d^(−3/2), and by (2) the resulting error in D per unit edge length scales as (h d^(−3/2))² h² = h⁴/d³ ≈ 8/(n²m²). The sum over m converges, so the error should fall as n⁻². This estimate neglects the coupling between strips and the corners, so the order has to be checked. The results are

n = 10: c = 0.434429
n = 20: c = 0.434046
n = 40: c = 0.433948.

Each mesh contains the lines of the coarser one, so by (2) the values must decrease, as they do. The observed order is 1.97. If the error drops by a factor 4 on doubling n, then c_n − c = 4(c_2n − c), so

c = c_2n + (c_2n − c_n)/3.

Both the pair 10, 20 and the pair 20, 40 give 0.43392. To four digits,

**R = 0.4339 ρ/L.**

This is 2.08 percent below the disc of equal area, relative to the disc.

Equation (3) fixes only panel averages, so the potential was also evaluated at single points. At (0, 0), (0.2, 0.1), (0.4, 0.3) and (0.45, 0.45), measured from the centre, it deviates from V by at most 0.017 percent. Along the midline, the densities in the fifth and eleventh strips from the edge give a power of −0.489, close to the limiting −1/2.

*A check by random walks.* Reflect the conductor in its surface, so that it fills all space around the square. Let u(r) be the probability that a Brownian walker starting at r ever hits the square. It is harmonic, equals 1 on the square and vanishes at infinity, so φ = Vu. By symmetry its normal derivative is zero on the insulated plane. Far away φ → ρI/(2πr), hence u → C/r with C = ρI/(2πV) = ρ/(2πR). On a sphere of radius b enclosing the square, the higher multipoles of u average to zero. Walkers launched uniformly from that sphere thus hit with probability P = C/b, and with ρ restored

R = ρ/(2πbP).

With b = 0.75 L, 400,000 walks gave P = 0.4888 and R = (0.4342 ± 0.0007) ρ/L. This agrees with 0.4339 and lies more than ten standard errors below the disc.

The hit points also sample the current density. For boundary values f on the square, the average of the harmonic solution over the sphere is fixed by its total source strength. By Green's reciprocity that strength is ∫ f j dA, up to a constant factor, where j belongs to constant boundary values. Each hit position is therefore weighted by j. The concentric square of side 0.75 L holds 56.25 percent of the area, but it carries 33.2 percent of the current according to both the panels and the walks. Two thirds of the current enters through the outer frame.

**(d) The silicide contact**

Here ρ/L = (3 × 10⁻³ Ω cm)/(20 × 10⁻⁴ cm) = 1.5 Ω, so

**R = 0.4339 × 1.5 Ω = 0.651 Ω**,  V = 6.51 mV.

The equal-area disc would have 0.665 Ω, which is 13.8 mΩ more.

*Interface resistivity.* The cap potential is now V = φ + ρ_c j. In the units of (3) this adds λA_a j_a to the left side, with

λ = ρ_c/(ρL) = 10⁻⁷/(3 × 10⁻³ × 2 × 10⁻³) = 0.0167.

First-order perturbation theory would add ρ_c ∫ j² dA/I² with the unperturbed j. This diverges logarithmically, because j² ∝ 1/d at the edges. The interface instead limits the edge current, and the full equation has to be solved. The minimum principle still holds with ρ_c ∫ j² dA added to D. That term is at least ρ_c I²/L², so R rises by at least ρ_c/L² = 25.0 mΩ. The solution gives a rise of 39.1 mΩ, or 6.0 percent of R. In the opposite limit, λ ≫ 1, the added term dominates and forces j to be uniform, so R → ρ_c/L² + 0.4732 ρ/L.

*Finite wafer.* A grounded back at depth t is represented by images at z = 2mt with signs (−1)^m. For L ≪ t they shift the contact potential by

ΔV = (ρI/2π) · 2 Σ_{m≥1} (−1)^m/(2mt) = −ρI ln 2/(2πt).

This lowers R by 6.62 mΩ, or 1.02 percent.

*Metal cap.* Suppose that the cap has a sheet resistance R_s = 0.03 Ω per square, is fed from one edge and gives up its current uniformly. At distance x from that edge it carries I(1 − x/L), so the potential drop is R_s I[x/L − x²/(2L²)]. Its average over the contact is R_s I(1/2 − 1/6) = R_s I/3. This amounts to 10.0 mΩ, or 1.5 percent. The edge-peaked density of part (c) lowers the factor 1/3 to about 0.31, or 9.2 to 9.4 mΩ.

*Heating.* Let no heat leave through the surface, and let the thermal conductivity κ be constant. The temperature rise

T = (2Vφ − φ²)/(2κρ)

satisfies κ∇²T = −|∇φ|²/ρ, because ∇²φ = 0. Its normal derivative is proportional to (V − φ) ∂φ/∂n, which vanishes on the contact and on the insulated surface. Joule heat in the silicon warms the contact by V²/(2κρ), which is 7.1 mK for κ = 1 W/(cm K). Dissipation in the interface and the cap adds about 0.9 mK. The Peltier heat |S|T₀I at the metal–silicon junction, with S the Seebeck coefficient and T₀ = 300 K, is larger. It is distributed like j, so it heats or cools the contact, according to the current direction, by |S|T₀I c/(κL). For |S| between 200 and 400 µV/K this is 0.13 to 0.26 K. The resulting thermovoltage raises the steady DC resistance by the fraction S²T₀/(ρκ), which is 0.4 to 1.6 percent.

*Transport.* At an electron density of 2 × 10¹⁹ cm⁻³ the resistivity implies a mobility of 104 cm²/Vs. This density is only a round figure, since fits to arsenic data put 3 mΩ cm nearer 2.5 × 10¹⁹ cm⁻³ with a mobility of about 82 cm²/Vs. The estimate μ√(3mk_BT)/e, with μ = 104 cm²/Vs, m = 0.26 electron masses and T = 300 K, gives a mean free path of about 3.5 nm. That is 1.8 × 10⁻⁴ of L, so Ohm's law holds locally. In the ideal model it would fail very close to the edges, where j diverges. With the stated ρ_c, however, j cannot exceed V/ρ_c ≈ 7 × 10⁴ A/cm², and the edge peak is rounded over ρ_c/ρ ≈ 0.33 µm, about a hundred free paths. The mean drift velocity under the contact is 780 cm/s, against a saturation value near 10⁷ cm/s. The anisotropic valley masses of silicon do not enter, because cubic symmetry makes the low-field conductivity a scalar.

*Reading the numbers.* The inputs are rough values, and ρ_c is the least certain, since it depends strongly on surface doping and processing. With a barrier near 0.65 eV, ρ_c = 10⁻⁷ Ω cm² presupposes a doping of about 5 × 10¹⁹ to 10²⁰ cm⁻³ under the silicide, above that of the wafer. At the bulk doping alone a tunnelling estimate gives a value of order 10⁻⁵ Ω cm². Then λ ≈ 1.7 and ρ_c/L² ≈ 2.5 Ω, and the interface would dominate R. What follows holds for the stated ρ_c, with the heavier doping confined to the contact area. A doped layer that extends beyond the contact carries current sideways and lowers R. An estimate for the equal-area disc at fixed j gives about 2 to 3 percent for a 100 nm layer at 10²⁰ cm⁻³. At fixed temperature the largest effect estimated above is the interface resistivity, which moves R by 6 percent here. About 5 points of this are dissipation in the interface itself, and a little under 1 point is the rise of the spreading term because the semiconductor surface is no longer an equipotential. A resistivity coefficient of 10⁻³ per K would add 5 percent over a 50 K rise in operating temperature. An empirical mobility fit at this doping gives nearer 1.6 × 10⁻³ per K, or 8 percent. Both exceed the 2 percent between square and disc. At 300 K the corrections sum to a total of about 0.70 Ω, and the disc value lies 4 to 5 percent below it. For these inputs the disc formula is therefore adequate for a rough estimate of the total resistance, while the square's coefficient matters once the uncertainties of ρ, ρ_c and the temperature each change R by no more than about a percent. Since λ ∝ 1/L, shrinking the contact at fixed ρ and ρ_c makes the interface more important. At L ≈ 0.33 µm, λ reaches 1 and the interface term is larger than the spreading term.

The main computed values are in the numerical output below.

Numbers as computed

```
Dimensionless resistances, in units of rho/L
  square, 10 x 10 panels per quadrant: 0.434429
  square, 20 x 20 panels per quadrant: 0.434046
  square, 40 x 40 panels per quadrant: 0.433948
  observed order of convergence: 1.97
  extrapolated from 10 and 20: 0.43392
  extrapolated from 20 and 40: 0.43392
  equal-area disc: 0.44311
  square below disc: 2.08 percent
  uniform current density, mean potential: 0.47320
  inscribed disc: 0.5000
  circumscribed disc: 0.3536
  largest potential deviation at 4 points: 0.017 percent
  power of edge distance in j: -0.489
Random walks: 400000, launch radius 0.75 L
  hit probability: 0.4888
  resistance: 0.4342 +- 0.0007 rho/L
Inner square of side 0.75 L
  share of area: 56.25 percent
  share of current, panels: 33.2 percent
  share of current, walks: 33.2 percent
Example: silicide contact on heavily doped silicon (rough inputs)
  resistivity 3.0 mohm cm, side 20 um
  wafer thickness 500 um, current 10 mA
  square resistance: 0.6509 ohm
  equal-area disc: 0.6647 ohm
  disc minus square: 13.8 mohm
  voltage: 6.51 mV
Neglected effects (percent of the square resistance)
  interface resistivity 1e-07 ohm cm2, ratio 0.0167
  rho_c/L^2: 25.0 mohm
  interface, full solution: 39.1 mohm, 6.0 percent
  finite wafer: -6.62 mohm, -1.02 percent
  cap sheet resistance: 0.03 ohm per square
  cap fed at one edge: 10.0 mohm, 1.5 percent
  thermal conductivity: 1.0 W/(cm K)
  self-heating of the contact: 7.1 mK
  electron density 2e+19 cm-3, temperature 300 K
  conductivity mass: 0.26 electron masses
  mobility: 104 cm2/Vs
  mean free path: 3.5 nm, over L: 1.8e-04
  mean field under contact: 7.5 V/cm
  drift velocity: 780 cm/s, saturation 1e+07 cm/s
  temperature coefficient 1e-03 per K, rise 50 K: 5 percent
```
